\section*{Why bulk GW energies do not give an ionization potential}

\section*{A negative ionization potential}

Q: GW gives energies for removing and adding electrons, so I take the ionization potential (IP) of a crystal to be minus the GW energy of its valence-band maximum (VBM). For a model crystal I find the VBM at $+1.891$ eV. That makes the IP $-1.891$ eV, as if electrons would leave by themselves. Has GW failed?

A: What is the zero of your energy scale?

Q: The vacuum, I assumed. The calculation is periodic, and the code sets the average electrostatic potential to zero.

A: Those are two different zeros, and an infinite crystal has no vacuum to connect them. Let $U$ be the electrostatic potential energy of an electron, averaged over planes parallel to a future surface, and $\rho(z)$ the plane-averaged charge density in units of $e$ per volume. The potential obeys $\phi''=-e\rho/\varepsilon_0$ and $U=-e\phi$, so
\begin{equation}
U''(z)=\kappa\,\rho(z),\qquad \kappa=\frac{e^2}{\varepsilon_0}=180.951\ \text{eV\,\AA}.
\end{equation}
For a crystal of period $a$, expand $U=\sum_G U_G e^{iGz}$ and $\rho$ likewise. Two derivatives bring down $(iG)^2$, hence
\begin{equation}
-G^2U_G=\kappa\rho_G
\quad\Rightarrow\quad
U_G=-\frac{\kappa\rho_G}{G^2}\quad(G\neq0).
\end{equation}
At $G=0$ the left side vanishes, and so does the right side, because the cell is neutral. The equation reads $0=0$ and leaves the average $U_0=\bar U$ free. Your code chose $\bar U=0$.

\section*{Does the self-energy know the vacuum level?}

Q: That is electrostatics. GW adds a many-body self-energy, which might supply the missing constant.

A: Test it by adding a constant $c$ to the mean-field Hamiltonian. The orbitals, their occupations and the density stay the same, and every level $\varepsilon_m$ becomes $\varepsilon_m+c$. The poles of the Green function move with the levels, so $G_0(\omega)$ becomes $G_0(\omega-c)$. The screened interaction $W$ is built from the orbitals and from differences between empty and filled levels, in which $c$ cancels. In
\begin{equation}
\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'0^+}G_0(\omega+\omega')\,W(\omega')
\end{equation}
the shift therefore passes through $G_0$ alone, and $\Sigma(\omega)$ becomes $\Sigma(\omega-c)$. The old quasiparticle equation was
\begin{equation}
E=\varepsilon+\langle\Sigma(E)-v_{xc}\rangle .
\end{equation}
Since $v_{xc}$ depends on the unchanged density, the new one is
\begin{equation}
E'=\varepsilon+c+\langle\Sigma(E'-c)-v_{xc}\rangle .
\end{equation}
Inserting $E'=E+c$ gives back the old equation plus $c$ on both sides. The GW level moves rigidly with the potential.

In your model, setting $\bar U=5.0$ eV instead of zero moves the GW VBM from $1.891$ to $6.891$ eV. The GW correction to the VBM stays at $-1.292$ eV and the gap at $5.784$ eV. Your recipe would now give an IP of $-6.891$ eV for the same crystal. The correction and the gap are properties of the bulk; the position of the VBM on an absolute scale is not.

\section*{Can the bulk density settle the constant?}

Q: Then I will build a thick slab on paper. I know the bulk charge density, so I stack its cells, put vacuum outside and read off the average potential inside. Surely that needs no surface calculation.

A: Try it with a neutral building block $\rho_c(z)$ that has no dipole. Let $u$ be the potential energy due to one block, with $u=u'=0$ far to the left. Integrating twice,
\begin{equation}
u(z)=\kappa\int_{-\infty}^{z}(z-z')\rho_c(z')\,dz'. \label{one}
\end{equation}
To the right of the block this equals $\kappa z\int\rho_c\,dz'-\kappa\int z'\rho_c\,dz'=0$. Thus $u$ is confined to the block, and the vacuum level is zero on both sides. Two integrations by parts, whose boundary terms vanish for the same reason, give
\begin{equation}
\int u\,dz=-\int z\,u'\,dz=\int\frac{z^2}{2}\,u''\,dz
=\frac{\kappa}{2}\int z^2\rho_c\,dz .
\end{equation}
Deep in the slab, the tails of all neighbouring blocks that enter one cell add up to one complete $u$. The interior average relative to vacuum is therefore
\begin{equation}
\bar U_{\rm in}=\frac1a\int u\,dz=\frac{\kappa}{2a}\int z^2\rho_c(z)\,dz .
\label{moment}
\end{equation}

Q: So the second moment of the cell gives the answer.

A: Of which cell? Your crystal consists of pairs of charged planes. Each plane has ions of charge $Z=4$, one per area $A=12$ \AA$^2$, smeared into a Gaussian of width $s=0.3$ \AA, and compensating electrons of width $w=1.0$ \AA. The period is $a=5.6$ \AA. First let the block be one pair with its complete electron tails, which overlap the neighbouring blocks. The squared plane positions cancel between ions and electrons, so the two planes have second moment $-2Z(w^2-s^2)/A$, and
\begin{equation}
\bar U_{\rm in}=-\frac{\kappa Z(w^2-s^2)}{Aa}
=-\frac{180.951\times4\times0.91}{12\times5.6}\ \text{eV}=-9.80\ \text{eV}.
\end{equation}
Now take the periodic density and cut it into cells midway between pairs. The average becomes $-7.00$ eV. Cut it through the middle of the pairs and it becomes $-3.03$ eV. All three blocks are neutral and dipole-free, and all three reproduce the same bulk density. Inside the slab the potentials have the same shape, to within the grid error, but their averages span $6.77$ eV.

Q: Where does the difference sit, if the interiors are identical?

A: At the surfaces. Let $\delta(z)$ be the difference between two blocks, placed so that they build the same crystal. Its periodic sum is zero, so $f(z)=\sum_{m\ge0}\delta(z-ma)$ is localized, and $\delta(z)=f(z)-f(z-a)$. Stacking $N$ blocks makes the sum telescope:
\begin{equation}
\sum_{m=0}^{N-1}\delta(z-ma)=f(z)-f(z-Na).
\end{equation}
What remains is a charge $f$ at the left surface and its opposite at the right. Neither block has a dipole, so
\begin{equation}
0=\int z\,\delta\,dz=\int z f\,dz-\int(z+a)f\,dz=-a\int f\,dz ,
\end{equation}
and $f$ is neutral. Its effect on the average follows from Eq.~(\ref{moment}):
\begin{equation}
\Delta\bar U_{\rm in}=\frac{\kappa}{2a}\int\left[z^2-(z+a)^2\right]f\,dz
=-\kappa\int z f\,dz , \label{dipole}
\end{equation}
where the term in $a^2$ dropped out by neutrality. This is the potential step of a surface dipole layer.

The separation into a ``bulk part'' and a ``surface dipole'' is thus a matter of bookkeeping. For the slab of overlapping planes, one may write the offset as $-9.80$ eV with no extra dipole, or as $-7.00$ eV from cut cells plus a dipole step of $-2.80$ eV. The total is physical once the actual charge density at the surface is known, and the bulk calculation does not contain that density.

\section*{Putting the two calculations together}

Q: How do I then get an IP from my bulk GW result?

A: Calculate a slab with the surface you mean, at the mean-field level and with the same ionic potentials (pseudopotentials, for instance) as in the bulk run. Take from it the interior average $\bar U_{\rm in}$ and the vacuum level $U_{\rm vac}$. Deep inside a thick slab the potential is the bulk one plus a constant, and the GW edge moves rigidly with that constant. The VBM inside the slab therefore lies at $\bar U_{\rm in}+(E_{\rm VBM}-\bar U)_{\rm bulk}$, and
\begin{equation}
{\rm IP}=U_{\rm vac}-\bar U_{\rm in}-\left(E_{\rm VBM}-\bar U\right)_{\rm bulk}.
\label{ip}
\end{equation}

Q: Let me follow the numbers through my model. Each plane carries one frontier orbital, and the orbitals are half filled. The on-site energy is $12.0$ eV, for the kinetic and exchange-correlation part, plus $U$ at the plane, which is $-7.217$ eV relative to the average. That makes $4.783$ eV. (The potential is sampled on a grid of $0.01$ \AA, which leaves the value at the plane about $0.0007$ eV too high, so the last digit of the band edges and IPs quoted here is uncertain by $0.001$ eV; the GW correction and the gap are not affected.) The hoppings have magnitudes $t_1=2.4$ eV within a pair and $t_2=0.8$ eV between pairs, so the bands are $4.783\ \text{eV}\mp|t_1+t_2e^{ika}|$. They come closest at $ka=\pi$, where the VBM is $4.783-1.6=3.183$ eV. With an electron interaction of $6.0$ eV at zero distance and decay length $3.0$ \AA, and $v_{xc}=-3.0$ eV, the local exchange of a half-filled orbital, the GW correction is $-1.292$ eV and brings it to $1.891$ eV. For the bare surface made of overlapping planes,
\begin{equation}
{\rm IP}=0-(-9.802)-1.891=7.911\ \text{eV}.
\end{equation}
It is positive at last. But is it what GW would give for the slab itself?

A: That can be tested by running GW on the slab, whose levels refer directly to vacuum. In this model the slab charge is prescribed rather than self-consistent, so the test checks the alignment, not the size of a surface dipole. A slab of 32 cells gives $7.916$ eV. The small excess has the size expected from confinement. The highest occupied state is a standing wave, displaced from the band edge by a phase $q\approx\pi/N$ per cell for large $N$. In the mean field this lowers the level by
\begin{equation}
\sqrt{(t_1-t_2)^2+2t_1t_2(1-\cos q)}-(t_1-t_2)\approx\frac{t_1t_2\,q^2}{2(t_1-t_2)},
\end{equation}
where the right-hand side with $q=\pi/N$ is about $0.006$ eV for $N=32$. This suggests a leading correction in $1/N^2$. Fitting the form $A+B/N^2+C/N^3$ to the slabs of 16, 24 and 32 cells and taking $A$ gives $7.911$ eV, in agreement with the aligned bulk value. The extrapolated slab gap also equals the bulk gap, $5.784$ eV, to the digits shown.

\section*{The same crystal with another surface}

Q: So the IP of my crystal is $7.91$ eV.

A: The IP of that surface is. Cover it with a layer of dipoles, negative ends outward: charges of $0.1\,e$ separated by $0.7$ \AA, one dipole per $12$ \AA$^2$. On the left surface the positive charge lies at larger $z$, so $\int zf\,dz$ is positive, and Eq.~(\ref{dipole}) lowers the interior by
\begin{equation}
\frac{180.951\times0.1\times0.7}{12}\ \text{eV}=1.056\ \text{eV}.
\end{equation}
The average inside becomes $-10.857$ eV, and Eq.~(\ref{ip}) gives $10.857-1.891=8.966$ eV. GW on the covered slabs, extrapolated, gives $8.967$ eV. This is no new test: the layer lies outside all planes and lowers every site by the same $1.056$ eV, so the slab levels move rigidly. The bulk term and the gap have not changed.

Q: If GW does not touch the offset, does an error in the mean-field surface dipole go straight into the IP?

A: Yes, one for one, by Eq.~(\ref{ip}). One-shot GW corrects the levels but keeps the mean-field density, and with it $\bar U_{\rm in}$. In this model GW raises the bare-surface IP from $6.619$ to $7.911$ eV, and the whole increase of $1.292$ eV is the bulk correction with its sign reversed.

\section*{When the recipe needs more care}

Q: Does it work for every surface?

A: It needs a flat interior average. If the two surfaces of the slab differ, their vacuum levels in general differ too, and Eq.~(\ref{ip}) applies to each surface with the vacuum level just outside it. The recipe fails when the interior average itself is not constant. Suppose the slab is a stack of blocks that each carry a dipole $p=\int z\rho_c\,dz\neq0$. By Eq.~(\ref{one}), each block then leaves a step $-\kappa p$ behind it. After $N$ blocks the two vacuum levels differ by $-N\kappa p$, and the interior average drifts from cell to cell. Such a polar slab has no single $\bar U_{\rm in}$ until other charges compensate the dipole.

A filled surface state above the VBM is a second exception: the first electron then comes from that state, at a lower cost than Eq.~(\ref{ip}) says. In the thickest slabs here the highest occupied mean-field orbital was checked to have less weight on the outermost cell than a uniform state would.

The model also uses a short-range interaction between the electrons, $6.0$ eV at zero distance with a decay length of $3.0$ \AA. With the true Coulomb interaction, a hole in the slab also polarizes the surfaces. The image energy of a charge at distance $d$ from a flat dielectric boundary falls off as $1/d$, so slab GW levels approach their thick-slab limit more slowly than the $1/N^2$ derived above for the mean-field level and assumed in the extrapolation. This is a practical reason to take the GW edge from the bulk and the offset from a mean-field slab.

Q: And without any slab, what may I still quote from my bulk run?

A: The gap, the band widths and the GW corrections, since a common constant cancels in each of them. The $1.891$ eV may be quoted too, provided you say that it is measured from the average electrostatic potential and which ionic potentials were used. The average depends on how the ion cores are represented: by the formula for overlapping planes, widening the ions from $0.3$ to $0.5$ \AA\ raises it by $1.72$ eV relative to vacuum, while the potential midway between the pairs changes by only $0.011$ eV; the change sits in the core regions, reaching $4.8$ eV at the planes. The numerical output lists the values for both choices of $\bar U$ and for both surfaces.

\section*{Numbers as computed}
\begin{verbatim}
e/eps0 = 180.951 V*angstrom
period = 5.6 angstrom, plane distance in pair = 2.4 angstrom
area per ion in a plane = 12.0 angstrom^2, ion charge = 4.0 e
Gaussian widths: ion 0.3, electrons 1.0 angstrom
hoppings: in pair 2.4, between pairs 0.8 eV
on-site kinetic + xc part = 12.0 eV, v_xc = -3.0 eV
interaction: 6.0 eV at zero distance, range 3.0 angstrom
Average U inside slab relative to vacuum, same bulk density:
  overlapping planes: -9.802 eV
  cut between pairs: -6.997 eV
  cut through pairs: -3.034 eV
largest difference in interior shape = 4.6e-04 eV
bulk U at a plane, relative to average = -7.217 eV
Sigma_c test: mode sum -0.293358, integral -0.293358 eV
Bulk crystal, average U set to zero:
  mean-field VBM = 3.183 eV, CBM = 6.383 eV
  GW VBM = 1.891 eV, CBM = 7.675 eV
  GW correction of VBM = -1.292 eV
  mean-field gap = 3.200 eV
  GW gap = 5.784 eV
  wrong 'IP' read from bulk GW VBM = -1.891 eV
Same crystal, average U set to 5.0 eV:
  GW VBM = 6.891 eV, GW gap = 5.784 eV
  GW correction of VBM = -1.292 eV
  wrong 'IP' read from bulk GW VBM = -6.891 eV
overlayer: 0.1 e, separation 0.7 angstrom, potential step 1.056 eV
Surface: bare
  average U inside relative to vacuum = -9.802 eV
  mean-field IP, bulk + alignment = 6.619 eV
  GW IP, bulk + alignment = 7.911 eV
  GW IP, slab of 32 cells = 7.916 eV
  GW IP, slabs extrapolated = 7.911 eV
  GW gap, slabs extrapolated = 5.784 eV
Surface: dipole overlayer
  average U inside relative to vacuum = -10.857 eV
  mean-field IP, bulk + alignment = 7.674 eV
  GW IP, bulk + alignment = 8.966 eV
  GW IP, slab of 32 cells = 8.972 eV
  GW IP, slabs extrapolated = 8.967 eV
  GW gap, slabs extrapolated = 5.784 eV
change of slab GW IP by overlayer = 1.056 eV
\end{verbatim}
